# Expanding pure Gaussian shells in Cartesian Gaussians: the Schlegel–Frisch formula, part 3

Pure Gaussians \(G_{lm}\) are expanded as \(G_{lm}=\sum_a c(l,m,a)\,g_a\) in Cartesian Gaussians \(g_a=N_a\,\mathbf r^a e^{-\alpha r^2}\), each normalised to unity. Here \(a=(l_x,l_y,l_z)\), \(l_x+l_y+l_z=l\), \(\mu=|m|\), and \(D_a=(2l_x-1)!!\,(2l_y-1)!!\,(2l_z-1)!!\) with \((-1)!!=1\). The coefficients vanish unless \(j=(l_x+l_y-\mu)/2\) is a non-negative integer; otherwise \(c=WA_jB\), with \(W>0\) and

\[ W^2=\frac{D_a}{(2l-1)!!}\frac{(l-\mu)!}{(l+\mu)!}, \]

\[ A_j=\frac1{2^l\,l!}\sum_{i=0}^{\lfloor\lambda/2\rfloor}\binom li\binom ij(-1)^i\frac{(2l-2i)!}{(l-\mu-2i)!},\qquad \lambda=l-\mu. \]

The summed form is \(A_j=a_j\),

\[ a_j=\frac{(-1)^j\,(l+\mu)!}{2^{\mu+2j}\,j!\,(\mu+j)!\,(l-\mu-2j)!}. \]

The first form of \(B\) (upper sign for \(m\ge0\)) and the second (for \(m=\mu\)) are

\[ B=\sum_{k=0}^{j}\binom jk\binom{\mu}{l_x-2k}(\pm i)^{\mu-l_x+2k}, \]

\[ B=i^{\,l_y}\sum_s(-1)^s\binom js\binom{\mu+j}{l_y-s}. \]

Binomials \(\binom nk\) vanish unless \(0\le k\le n\). For \(\mu>0\) the real functions labelled \(+\mu\) and \(-\mu\) have coefficients \(\sqrt2\,\mathrm{Re}\,c(l,\mu,a)\) and \(\sqrt2\,\mathrm{Im}\,c(l,\mu,a)\); for \(m=0\), \(c\) is unchanged, and \(z^l\) has coefficient one.

Three selection rules hold: \(l_z\) has the parity of \(l-\mu\) and cannot exceed it; cosine (\(+\mu\)) and \(m=0\) functions contain only even \(l_y\), sine (\(-\mu\)) functions only odd \(l_y\); any further zero is a zero of \(B\).

The harmonic with Condon–Shortley phase is \((-1)^m\) times the present one for \(m>0\) and equals it for \(m\le0\). For bare monomials with the common radial normalisation \(\tilde N_l\), each \(c\) is multiplied by \(N_a/\tilde N_l=\sqrt{(2l+1)!!/(4\pi D_a)}\). The same \(c\) holds for contracted shells, since any common radial factor cancels in the ratio of norms.

For overlaps, take \(4\alpha=1\) and \(\langle f\rangle=(2\pi)^{-3/2}\int f e^{-r^2/2}\,d^3r\), so \(\langle\mathbf r^{2a}\rangle=D_a\). If \(H=\sum_ah_a\mathbf r^a\) is the harmonic polynomial (\(\nabla^2H=0\)) of a pure function, then

\[ c(l,m,a)=h_a\sqrt{\frac{D_a}{\langle|H|^2\rangle}} . \]

For any \(Q\) of the same degree, \(\langle\bar HQ\rangle=(H,Q)\), where the Fischer product is

\[ (P,Q)=\bar P(\partial)Q=\sum_a\bar p_a\,q_a\,a! ,\qquad a!=l_x!\,l_y!\,l_z!, \]

and \((r^2Q',H)=0\) for any \(Q'\) of degree \(l-2\).

## The d, f and g shells

A string of letters in square brackets denotes the normalised Cartesian Gaussian, so \([xxy]=g_{(2,1,0)}\).

The d shell can be done in a few lines, with \((2l-1)!!=3\). For \(\mu=0\), \(A_0=1\) and \(A_1=-2!/2^2=-\tfrac12\); \(xx\), \(yy\) and \(zz\) have \(D_a=3\), \(W=1\) and \(B=1\). For \(\mu=1\), \(A_0=3!/2=3\) and \(W^2=\tfrac13\cdot\tfrac1{3!}=\tfrac1{18}\), with \(B=1\) for \(xz\) and \(B=i\) for \(yz\), so the real coefficient is \(\sqrt2\cdot3/\sqrt{18}=1\). For \(\mu=2\), \(A_0=3\); \(xx\) and \(yy\) have \(W^2=\tfrac1{24}\) and \(B=\pm1\), giving \(\pm\sqrt2\cdot3/\sqrt{24}=\pm\sqrt3/2\); \(xy\) has \(W^2=\tfrac1{72}\) and \(B=2i\), giving \(\sqrt2\cdot6/\sqrt{72}=1\).

\[ \begin{aligned}
d_{-2}&=[xy]\\
d_{-1}&=[yz]\\
d_{0}&=[zz]-\tfrac12[xx]-\tfrac12[yy]\\
d_{+1}&=[xz]\\
d_{+2}&=\tfrac{\sqrt3}2[xx]-\tfrac{\sqrt3}2[yy]
\end{aligned} \]

The f and g shells follow from the same formula, evaluated exactly by the program.

\[ \begin{aligned}
f_{-3}&=\tfrac{3\sqrt2}4[xxy]-\tfrac{\sqrt{10}}4[yyy]\\
f_{-2}&=[xyz]\\
f_{-1}&=\tfrac{\sqrt{30}}5[yzz]-\tfrac{\sqrt{30}}{20}[xxy]-\tfrac{\sqrt6}4[yyy]\\
f_{0}&=[zzz]-\tfrac{3\sqrt5}{10}[xxz]-\tfrac{3\sqrt5}{10}[yyz]\\
f_{+1}&=\tfrac{\sqrt{30}}5[xzz]-\tfrac{\sqrt6}4[xxx]-\tfrac{\sqrt{30}}{20}[xyy]\\
f_{+2}&=\tfrac{\sqrt3}2[xxz]-\tfrac{\sqrt3}2[yyz]\\
f_{+3}&=\tfrac{\sqrt{10}}4[xxx]-\tfrac{3\sqrt2}4[xyy]
\end{aligned} \]

\[ \begin{aligned}
g_{-4}&=\tfrac{\sqrt5}2[xxxy]-\tfrac{\sqrt5}2[xyyy]\\
g_{-3}&=\tfrac{3\sqrt2}4[xxyz]-\tfrac{\sqrt{10}}4[yyyz]\\
g_{-2}&=\tfrac{3\sqrt7}7[xyzz]-\tfrac{\sqrt{35}}{14}[xxxy]-\tfrac{\sqrt{35}}{14}[xyyy]\\
g_{-1}&=\tfrac{\sqrt{70}}7[yzzz]-\tfrac{3\sqrt{14}}{28}[xxyz]-\tfrac{3\sqrt{70}}{28}[yyyz]\\
g_{0}&=[zzzz]+\tfrac38[xxxx]+\tfrac38[yyyy]+\tfrac{3\sqrt{105}}{140}[xxyy]\\
&\quad-\tfrac{3\sqrt{105}}{35}[xxzz]-\tfrac{3\sqrt{105}}{35}[yyzz]\\
g_{+1}&=\tfrac{\sqrt{70}}7[xzzz]-\tfrac{3\sqrt{70}}{28}[xxxz]-\tfrac{3\sqrt{14}}{28}[xyyz]\\
g_{+2}&=\tfrac{3\sqrt{21}}{14}[xxzz]-\tfrac{3\sqrt{21}}{14}[yyzz]-\tfrac{\sqrt5}4[xxxx]+\tfrac{\sqrt5}4[yyyy]\\
g_{+3}&=\tfrac{\sqrt{10}}4[xxxz]-\tfrac{3\sqrt2}4[xyyz]\\
g_{+4}&=\tfrac{\sqrt{35}}8[xxxx]+\tfrac{\sqrt{35}}8[yyyy]-\tfrac{3\sqrt3}4[xxyy]
\end{aligned} \]

Three entries of the g shell show all parts of the formula at work. Here \((2l-1)!!=105\), \(2^ll!=384\), and for \(\mu=2\) the factorial ratio is \(2!/6!=1/360\).

For \([xyzz]\) in \(g_{-2}\), \(j=(1+1-2)/2=0\) and \(D_a=1\cdot1\cdot3\), so \(W^2=\tfrac3{105}\cdot\tfrac1{360}=\tfrac1{12600}\). The sum for \(A_0\) has the terms \(8!/2!=20160\) for \(i=0\) and \(-4\cdot6!/0!=-2880\) for \(i=1\), so \(A_0=(20160-2880)/384=45\). The summed form gives \(6!/(2^2\cdot0!\cdot2!\cdot2!)=720/16=45\). In \(B\) only \(k=0\) exists, \(\binom21i=2i\). The real coefficient is \(\sqrt2\cdot45\cdot2/\sqrt{12600}\); its square is \(16200/12600=9/7\), so \(c=3\sqrt7/7=1.133893\).

For \([xxxy]\) in \(g_{-2}\), \(j=(3+1-2)/2=1\) and \(D_a=15\), so \(W^2=\tfrac{15}{105}\cdot\tfrac1{360}=\tfrac1{2520}\). The term \(i=0\) vanishes through \(\binom01=0\), leaving \(A_1=-2880/384=-15/2\); the summed form gives \(-720/(2^4\cdot1!\cdot3!\cdot0!)=-720/96=-15/2\). In the first form of \(B\), \(k=0\) has \(\binom23=0\) and \(k=1\) has \(\binom11\binom21i=2i\). The second form gives \(i\,[\binom31-\binom30]=2i\). The coefficient is \(-\sqrt2\cdot15/\sqrt{2520}\), with square \(450/2520=5/28\), so \(c=-\sqrt{35}/14=-0.422577\).

For \([xxyy]\) in \(g_{+2}\) all selection rules are satisfied, and \(W^2=\tfrac9{105}\cdot\tfrac1{360}=\tfrac1{4200}\) and \(A_1=-15/2\) are nonzero. The sum \(B=\binom10\binom22+\binom11\binom20i^2=1-1=0\) cancels, which is the statement that \((x^2-y^2)(x^2+y^2)=x^4-y^4\) has no \(x^2y^2\) term.

The program tests the general formula by a road that does not use it. It builds \(G_{lm}\) from library Legendre functions and \(g_a\) from monomials, normalises all of them by quadrature, and recovers the coefficients by least squares at random points, for \(l\le8\) and two exponents. The largest absolute difference from the formula, over complex and real coefficients, is \(3.7\times10^{-14}\), and the three selection rules are asserted on the fitted numbers. It also asserts symbolically, for \(l=2\) to \(5\), that the polynomial is annihilated by \(\nabla^2\) and is an eigenfunction of \(L_z\); it checks the Condon–Shortley relation against an independent spherical-harmonic routine in one direction for \(l\le6\); and it compares the d, f and g tables, signs included, with the transformation table of PySCF after the rescaling by \(N_a/\tilde N_l\).

## The metric of the transformation

Let \(C\) be the real matrix of coefficients, with \(2l+1\) rows and \((l+1)(l+2)/2\) columns. The normalised Cartesian functions of one shell are not orthogonal. Their overlap is a product of three moments divided by the two norms,

\[ S_{ab}=\frac{\prod_{k}(a_k+b_k-1)!!}{\sqrt{D_aD_b}} \]

if all three sums \(a_k+b_k\) are even, and zero otherwise. For example \(\langle xx|yy\rangle=1\cdot1\cdot1/\sqrt{3\cdot3}=0.333333\). Orthonormality of the pure functions reads \(CSC^{T}=1\). The rows of \(C\) are not orthonormal in the Euclidean sense. The largest element of \(|CC^T-1|\) is \(0.5000\) for d, \(0.9000\) for f and \(1.8723\) for g, and the \(m=0\) rows reproduce these values: \(1+\tfrac14+\tfrac14=1.5\), \(1+2\cdot\tfrac{9}{20}=1.9\), and \(1+2\cdot\tfrac9{64}+\tfrac{9\cdot105}{140^2}+2\cdot\tfrac{9\cdot105}{35^2}=2.8723\).

An operator matrix transforms as \(O^{\rm pure}=C\,O^{\rm cart}C'^{\,T}\), with \(C\) and \(C'\) belonging to the two shells, and orbital coefficients go from the pure to the Cartesian basis by \(C^T\). The reverse step needs the metric. A function \(\sum_av_ag_a\) has the components \(\langle G_m|\cdot\rangle=(CSv)_m\), and \(\Pi=C^TCS\) is a projector, since \(\Pi^2=C^T(CSC^T)CS=\Pi\). Its trace is \(\mathrm{tr}(CSC^T)=2l+1\). It removes the functions \(r^2Q'\) with \(Q'\) of degree \(l-2\), because \(\langle\bar H\,r^2Q'\rangle=(H,r^2Q')=0\). These span a space of dimension \(l(l-1)/2\), and \((2l+1)+l(l-1)/2=(l+1)(l+2)/2\), so the pure functions and these contaminants together fill the shell. Applying the same split to \(Q'\) repeatedly shows that a Cartesian shell of degree \(l\) contains each of the angular momenta \(l,l-2,l-4,\dots\) once. The program asserts the formula for \(S\), \(CSC^T=1\), the failure of \(CC^T=1\), the projector property, the trace and the annihilation of the contaminants for \(l=2\) to \(8\), with \(S\) taken from quadrature.

The second derivation gives \(CS\) without a matrix product. With \(h_a=c_a/\sqrt{D_a}\) for the normalised real harmonic polynomial, \(\langle G_m|g_a\rangle=(H,\mathbf r^a)/\sqrt{D_a}=h_a\,a!/\sqrt{D_a}\), that is

\[ (CS)_{ma}=C_{ma}\,\Lambda_a,\qquad \Lambda_a=\frac{l_x!\,l_y!\,l_z!}{D_a}. \]

Within one shell the full overlap matrix acts on the rows of \(C\) like the diagonal matrix \(\Lambda\), and the normalisation condition becomes \(\sum_aC_{ma}^2\Lambda_a=1\). For \(g_{-2}\), with \(\Lambda=\tfrac6{15}\) for \(xxxy\) and \(xyyy\) and \(\tfrac23\) for \(xyzz\), the sum is \(2\cdot\tfrac5{28}\cdot\tfrac25+\tfrac97\cdot\tfrac23=\tfrac17+\tfrac67=1\).

The weight of angular momentum \(l\) in a normalised Cartesian function is \(\sum_m(CS)_{ma}^2\). For \(z^l\) only \(m=0\) contributes, with \(c=1\), so the weight is \(\Lambda^2=[l!/(2l-1)!!]^2\). The pure subspace is invariant under rotations, so \(x^l\) has the same weight. This gives \((2/3)^2=0.444444\) for \(xx\), \((6/15)^2=0.160000\) for \(xxx\) and \((24/105)^2=0.052245\) for \(xxxx\), in agreement with the printed values, which the program obtains from the quadrature overlap and tests against a Legendre projection of \(t^l\). More than half of a normalised \(xx\) function is s-like, and about five per cent of \(xxxx\) is g-like. The ratio of \(\Lambda\) for \(l+1\) to that for \(l\) is \((l+1)/(2l+1)\), which tends to one half, so at large \(l\) the weight falls by a factor approaching four per unit of \(l\).

## The beryllium atom in a basis with d, f and g shells

The cc-pVQZ basis for Be has the contracted shells 5s4p3d2f1g. The Cartesian count is \(5+4\cdot3+3\cdot6+2\cdot10+15=70\) and the pure count is \(5+4\cdot3+3\cdot5+2\cdot7+9=55\). The fifteen contaminants follow from the decomposition above. Each d shell holds one s function, \(r^2\); each f shell holds three p functions; the g shell holds five d functions and one s function, \(r^4\). That makes \(3+1=4\) of s type and \(6+5=11\) of p and d type.

The integrals are computed over contracted Cartesian functions, each function is scaled to unit norm, and the block-diagonal matrix \(T\) built from the \(C^T\) of every shell maps the 55 pure functions into the 70 Cartesian ones. The reference is the same integral code run in its own spherical mode, which uses its own transformation table. The transformed overlap matrix differs from the reference by at most \(8.9\times10^{-16}\) in absolute value. An atomic overlap matrix is diagonal in \(l\) and \(m\) and does not see the sign of a whole \((l,m)\) type. The matrix of \(1/|\mathbf r-\mathbf R|\) with \(\mathbf R=(0.3,-0.7,1.1)\) bohr, a point on no symmetry plane of the axes, couples each function to the s functions and does see it; its largest absolute difference is \(4.4\times10^{-16}\) bohr\(^{-1}\). Both comparisons are asserted by the program. They do not test the statement about contracted shells, which rests on the argument given earlier: in this basis only the s and p shells are contracted, and each d, f and g shell is a single primitive.

The restricted Hartree–Fock energy of the \(1s^22s^2\) state is \(-14.572968127\) hartree both in the native spherical calculation and with Cartesian integrals restricted to the span of \(T\). The second calculation starts from the density of the first mapped by \(T\), so the test is that this density is stationary in the transformed basis with the same energy. In the full Cartesian basis the energy is \(-14.572971492\) hartree. The difference is

\[ -14.572971492-(-14.572968127)=-3.365\times10^{-6}\ \text{hartree}=-0.0916\ \text{meV}. \]

Its sign is fixed by the variational principle, since the Cartesian space contains the pure one. Its origin follows from symmetry, for the spherically symmetric closed-shell solution. With two doubly occupied s orbitals the density matrix is invariant under rotations, so is the Fock operator, and it has no matrix elements between functions of different \(l\) or \(m\). The occupied orbitals stay within the s functions, and only additions to the s space can change the energy of this solution. The program tests both halves of the claim. The pure basis with the four s contaminants gives \(-14.572971492\) hartree, the full Cartesian value, and the pure basis with the eleven p and d contaminants gives \(-14.572968127\) hartree, the pure value.

For the same reason the Hartree–Fock energy can respond to the d and g coefficients only through s character. It does not respond to the f coefficients at all, because an f shell has odd parity and holds no s function. Second-order Møller–Plesset theory responds to more. In the integral \((ia|jb)\) with occupied s orbitals \(i\) and \(j\), the product \(ia\) has the angular momentum of the virtual orbital \(a\), and the Coulomb interaction couples it to \(jb\) only when \(b\) has the same \(l\) and, among the real functions, the same label \(\pm\mu\). With the complex \(G_{lm}\) the rule is opposite \(m\), since neither \(a\) nor \(b\) is conjugated in the integral. Virtual orbitals of every \(l\) in the basis contribute, so the energy depends on the span of each pure shell. The dependence is weak. A wrong coefficient changes the span only by mixing in a function of different \(l\), and a change of the energy linear in that admixture would have to be invariant under rotations, which is impossible between different \(l\); the energy moves only at second order. Agreement of the energies is therefore a consistency check of the whole procedure, and the sharp test of the coefficients in this basis is the comparison of the overlap and \(1/|\mathbf r-\mathbf R|\) matrices. The all-electron correlation energy is \(-0.0488785\) hartree in both the native and the transformed calculation.

In the Cartesian basis the MP2 correlation energy is \(-0.0602997\) hartree, lower by \(11.4212\) millihartree, or about 23 per cent of the pure-basis value. This is more than three orders of magnitude larger than the Hartree–Fock change. The figure is for all four electrons, the pairs involving the 1s orbital included, and is no measure of the change in a frozen-core calculation. By the argument just given, all fifteen contaminants can contribute here and not only the four of s type. The argument says nothing about the size, and the program does not resolve the change by orbital pair or by angular momentum. What the numbers do show is that the Cartesian and pure versions of one named basis set are different bases, and that correlation energies computed in them cannot be compared without stating which was used.

The two versions also differ in conditioning. The smallest eigenvalue of the overlap matrix of unit-normalised functions is \(6.752\times10^{-3}\) in the pure basis and \(2.829\times10^{-5}\) in the Cartesian one, smaller by a factor of about 240. The program does not identify which functions are responsible for the near-dependence.

## Table of computed values

```
real coefficients on normalised Cartesians (dimensionless)
d-2: xy 1
d-1: yz 1
d+0: xx -1/2, yy -1/2, zz 1
d+1: xz 1
d+2: xx sqrt(3)/2, yy -sqrt(3)/2
f-3: xxy 3*sqrt(2)/4, yyy -sqrt(10)/4
f-2: xyz 1
f-1: xxy -sqrt(30)/20, yyy -sqrt(6)/4, yzz sqrt(30)/5
f+0: xxz -3*sqrt(5)/10, yyz -3*sqrt(5)/10, zzz 1
f+1: xxx -sqrt(6)/4, xyy -sqrt(30)/20, xzz sqrt(30)/5
f+2: xxz sqrt(3)/2, yyz -sqrt(3)/2
f+3: xxx sqrt(10)/4, xyy -3*sqrt(2)/4
g-4: xxxy sqrt(5)/2, xyyy -sqrt(5)/2
g-3: xxyz 3*sqrt(2)/4, yyyz -sqrt(10)/4
g-2: xxxy -sqrt(35)/14, xyyy -sqrt(35)/14, xyzz 3*sqrt(7)/7
g-1: xxyz -3*sqrt(14)/28, yyyz -3*sqrt(70)/28, yzzz sqrt(70)/7
g+0: xxxx 3/8, xxyy 3*sqrt(105)/140, xxzz -3*sqrt(105)/35, yyyy 3/8, yyzz -3*sqrt(105)/35, zzzz 1
g+1: xxxz -3*sqrt(70)/28, xyyz -3*sqrt(14)/28, xzzz sqrt(70)/7
g+2: xxxx -sqrt(5)/4, xxzz 3*sqrt(21)/14, yyyy sqrt(5)/4, yyzz -3*sqrt(21)/14
g+3: xxxz sqrt(10)/4, xyyz -3*sqrt(2)/4
g+4: xxxx sqrt(35)/8, xxyy -3*sqrt(3)/4, yyyy sqrt(35)/8
max |fitted - formula|, l<=8: 3.7e-14
2^l l! for l=4: 384
g-2 xyzz: j=0 W^2=1/12600 i-terms=[20160, -2880] A=45 B=0+2i
g-2 xyzz: c = 3*sqrt(7)/7 = 1.133893
g-2 xxxy: j=1 W^2=1/2520 i-terms=[0, -2880] A=-15/2 B=0+2i
g-2 xxxy: c = -sqrt(35)/14 = -0.422577
g+2 xxyy: (W^2, A, Re B, Im B) = ('1/4200', '-15/2', '0', '0')
overlap <xx|yy> = 0.333333
l=2: max|CC^T-1| = 0.5000, pure weight of xx = 0.444444
l=3: max|CC^T-1| = 0.9000, pure weight of xxx = 0.160000
l=4: max|CC^T-1| = 1.8723, pure weight of xxxx = 0.052245
Be cc-pVQZ shells: 5s4p3d2f1g
functions: Cartesian 70, pure 55; contaminants s 4, p+d 11
origin of off-centre 1/r: (0.3, -0.7, 1.1) bohr
max error overlap 8.9e-16, 1/r matrix 4.4e-16 1/bohr
smallest overlap eigenvalue: pure 6.752e-03, Cartesian 2.829e-05
RHF native spherical      -14.572968127 Eh
RHF transformed pure      -14.572968127 Eh
RHF Cartesian             -14.572971492 Eh
RHF pure + s contaminants -14.572971492 Eh
RHF pure + p,d contamin.  -14.572968127 Eh
RHF Cartesian - pure: -3.365 uEh = -0.0916 meV
MP2 corr native spherical -0.0488785 Eh
MP2 corr transformed pure -0.0488785 Eh
MP2 corr Cartesian        -0.0602997 Eh
MP2 corr Cartesian - pure: -11.4212 mEh
```
